\section*{Spin-density-wave gap of a one-dimensional Hartree-Fock gas with contact repulsion}

\section{Problem}

Spin-$\tfrac12$ fermions of mass $m$ move on a line of length $L\to\infty$ at zero temperature. Opposite spins repel at contact:
\begin{equation}
H=\sum_{\sigma}\int dx\,\psi_\sigma^\dagger\Big(-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}\Big)\psi_\sigma
+g\int dx\,\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow ,\qquad g>0 .
\end{equation}
The density is $n$. In the paramagnet each spin fills $|p|<k_F$, so $n=2k_F/\pi$. Write $\varepsilon(p)=\hbar^2p^2/2m$, $\varepsilon_F=\varepsilon(k_F)$ and $v_F=\hbar k_F/m$; then $\hbar v_Fk_F=2\varepsilon_F$.

Consider a Hartree-Fock state with uniform density and a spiral spin polarization,
\begin{equation}
s(x)\equiv\langle\psi_\downarrow^\dagger\psi_\uparrow\rangle=S\,e^{-iQx},\qquad Q=2k_F,\quad S>0 .
\label{eq:spiral}
\end{equation}
The spin density components $2\,\mathrm{Re}\,s=2S\cos Qx$ and $-2\,\mathrm{Im}\,s=2S\sin Qx$ describe a vector of constant length turning in the $xy$ plane. A constant phase of $s$ can be removed by shifting the origin, so $S>0$ is no restriction.

\begin{enumerate}
\item Estimate how $\Delta=gS$ depends on $g$ when $g\ll2\pi\hbar v_F$.
\item Solve the Hartree-Fock equations for $\Delta$ at any $g>0$, and find the energy relative to the paramagnet.
\item Decide which Fermi points acquire a gap, and compare the spiral with a collinear wave at weak coupling.
\item Evaluate the results for $n=5\ \mathrm{nm^{-1}}$, $g=0.8\ \mathrm{eV\,nm}$ and the free-electron mass, and compare them with the estimate.
\end{enumerate}

\section{Estimate by scaling}

The coupling $g$ has the dimension of energy times length, as does $\hbar v_F$. Hence $\Delta/\varepsilon_F$ can depend on $g/\hbar v_F$ alone. The form of this function follows from the response of the gas to a weak spiral field of strength $\Delta$.

Such a field connects an $\uparrow$ state of momentum $k-k_F$ with a $\downarrow$ state of momentum $k+k_F$. Their energies differ by $2\hbar v_F|k|$, which vanishes at $k=0$, where both states lie at a Fermi point. For $\hbar v_F|k|\gg\Delta$, first-order perturbation theory gives an admixture $\Delta/(2\hbar v_F|k|)$, and this is also the contribution of the pair to $LS$. For $\hbar v_F|k|\lesssim\Delta$ the admixture saturates. Cut the sum off there, and at an energy of order $\varepsilon_F$ above:
\begin{equation}
S\sim 2\int_{\Delta/\hbar v_F}^{\varepsilon_F/\hbar v_F}\frac{dk}{2\pi}\,\frac{\Delta}{2\hbar v_Fk}
=\frac{\Delta}{2\pi\hbar v_F}\ln\frac{\varepsilon_F}{\Delta}.
\end{equation}
The factor 2 counts both signs of $k$. The field is itself made by the polarization, $\Delta=gS$. Dividing by $\Delta$ gives
\begin{equation}
1\sim\frac{g}{2\pi\hbar v_F}\ln\frac{\varepsilon_F}{\Delta}
\quad\Longrightarrow\quad
\Delta\sim\varepsilon_F\,e^{-2\pi\hbar v_F/g}.
\label{eq:estimate}
\end{equation}
A change of either cutoff by a constant factor multiplies $\Delta$ by a constant and leaves the exponent alone. The estimate therefore fixes the exponent but not the prefactor.

\section{Solution}

\subsection{Hartree-Fock equations}

Let the occupied orbitals of the determinant be spinors $(\phi_{j\uparrow},\phi_{j\downarrow})$. Then $n_\sigma=\sum_j|\phi_{j\sigma}|^2$ and $s=\sum_j\phi_{j\downarrow}^*\phi_{j\uparrow}$. Wick's theorem gives a direct term and, with a minus sign from exchanging two fermion operators, an exchange term:
\begin{equation}
\langle\psi_\uparrow^\dagger\psi_\downarrow^\dagger\psi_\downarrow\psi_\uparrow\rangle
=n_\uparrow n_\downarrow-|s|^2 ,\qquad
E=T+g\int dx\,\big(n_\uparrow n_\downarrow-|s|^2\big),
\label{eq:energy}
\end{equation}
where $T$ is the kinetic energy. Transverse polarization thus lowers the repulsion. Vary $E$ with respect to $\phi_{j\uparrow}^*$ and $\phi_{j\downarrow}^*$ at fixed normalization. Since $s^*$ contains $\phi_{j\uparrow}^*\phi_{j\downarrow}$ and $s$ contains $\phi_{j\downarrow}^*\phi_{j\uparrow}$,
\begin{align}
-\frac{\hbar^2}{2m}\phi_{j\uparrow}''+g n_\downarrow\phi_{j\uparrow}-g s\,\phi_{j\downarrow}&=E_j\phi_{j\uparrow},\\
-\frac{\hbar^2}{2m}\phi_{j\downarrow}''+g n_\uparrow\phi_{j\downarrow}-g s^*\phi_{j\uparrow}&=E_j\phi_{j\downarrow}.
\end{align}

\subsection{Bands of the spiral}

Take $n_\uparrow=n_\downarrow=n/2$, to be confirmed below. The diagonal fields are then the constant $gn/2$, which is dropped from the band energies. With Eq.~(\ref{eq:spiral}) the equations are solved by
\begin{equation}
\phi_\uparrow=\frac{u_k}{\sqrt L}e^{i(k-k_F)x},\qquad
\phi_\downarrow=\frac{v_k}{\sqrt L}e^{i(k+k_F)x},
\end{equation}
because $e^{-2ik_Fx}e^{i(k+k_F)x}=e^{i(k-k_F)x}$: the field returns each component to the other's plane wave, and no further waves are generated. Define
\begin{equation}
a_k=\frac{\hbar^2(k^2+k_F^2)}{2m},\qquad \xi=\hbar v_Fk,\qquad R=\sqrt{\xi^2+\Delta^2}.
\end{equation}
Expanding the squares gives $\varepsilon(k\mp k_F)=a_k\mp\xi$, so that
\begin{equation}
\begin{pmatrix}a_k-\xi&-\Delta\\-\Delta&a_k+\xi\end{pmatrix}
\begin{pmatrix}u_k\\v_k\end{pmatrix}=E\begin{pmatrix}u_k\\v_k\end{pmatrix},
\qquad E_\pm(k)=a_k\pm R .
\end{equation}
No linearization of the spectrum has been made. At $k=0$ the two bands are separated by $2\Delta$.

For the lower band the first row reads $(R-\xi)u_k=\Delta v_k$. Insert $v_k=(R-\xi)u_k/\Delta$ in $u_k^2+v_k^2=1$ and use $\Delta^2=(R-\xi)(R+\xi)$, which also gives $\Delta^2+(R-\xi)^2=2R(R-\xi)$:
\begin{equation}
u_k^2=\frac{\Delta^2}{2R(R-\xi)}=\frac12\Big(1+\frac{\xi}{R}\Big),\quad
v_k^2=\frac12\Big(1-\frac{\xi}{R}\Big),\quad
u_kv_k=\frac{R-\xi}{\Delta}\,u_k^2=\frac{\Delta}{2R}.
\label{eq:uv}
\end{equation}

\subsection{Which states are filled}

Each $k$ labels one state in each band. If the lower band alone is occupied, the particle number requires a total $k$ range $2\pi n=4k_F$. The claim is that the filled states are those with $|k|<2k_F$. Put $y=(k/k_F)^2$ and $\delta=\Delta/\varepsilon_F$; then
\begin{equation}
E_-/\varepsilon_F=1+y-\sqrt{4y+\delta^2},
\end{equation}
which is a convex function of $y$. Its values at $k=0$ and $k=2k_F$ are $1-\delta$ and $5-\sqrt{16+\delta^2}$. The first is the smaller, since $\sqrt{16+\delta^2}<4+\delta$.

Let $\mu=E_-(2k_F)$. By convexity $E_-\le\mu$ for all $0\le y\le4$. If some $y'>4$ also had $E_-\le\mu$, then $y=4$ would lie between $0$ and $y'$, and convexity together with $E_-(0)<\mu$ would give $E_-(2k_F)<\mu$, a contradiction. So the lower band lies below $\mu$ for $|k|<2k_F$ and above it outside. The upper band has its minimum $\varepsilon_F(1+\delta)$ at $k=0$, while $\mu<\varepsilon_F$, so it is empty. This holds for every $\Delta>0$.

The assumed densities are now confirmed. In $n_\uparrow=\int_{-2k_F}^{2k_F}(dk/2\pi)\,u_k^2$ the term odd in $k$ cancels, leaving $\tfrac12\cdot4k_F/2\pi=k_F/\pi=n/2$; the same holds for $n_\downarrow$.

The filling also answers which Fermi points are affected. The crossing at $k=0$ joins $\uparrow$ at $-k_F$ to $\downarrow$ at $+k_F$, and these points acquire the gap. At $k=\pm2k_F$ the lower band still crosses $\mu$. These are the other two Fermi points, $\uparrow$ at $+k_F$ and $\downarrow$ at $-k_F$. The spiral remains metallic, and $2\Delta$ is the gap at the crossing, not a gap of the whole spectrum.

\subsection{Gap equation}

Each filled state contributes $u_kv_k/L$ to $S$. By Eq.~(\ref{eq:uv}), and because $R$ is even in $k$,
\begin{equation}
S=\int_{-2k_F}^{2k_F}\frac{dk}{2\pi}\frac{\Delta}{2R}
=\frac{\Delta}{2\pi\hbar v_F}\int_0^{W}\frac{d\xi}{\sqrt{\xi^2+\Delta^2}}
=\frac{\Delta}{2\pi\hbar v_F}\,\mathrm{arsinh}\frac{W}{\Delta},
\label{eq:S}
\end{equation}
with $W=2\hbar v_Fk_F=4\varepsilon_F$. Set $S=\Delta/g$, divide by $\Delta\neq0$ and define $\lambda=g/(2\pi\hbar v_F)$:
\begin{equation}
\frac1\lambda=\mathrm{arsinh}\frac{4\varepsilon_F}{\Delta}
\quad\Longrightarrow\quad
\boxed{\;\Delta=\frac{4\varepsilon_F}{\sinh(1/\lambda)}\;}
\label{eq:gap}
\end{equation}
The inverse hyperbolic sine falls monotonically from infinity to zero as $\Delta$ grows from zero. For this ansatz with $n_\uparrow=n_\downarrow$ there is therefore one nonzero solution for every $g>0$, without a threshold, and none for $g<0$.

Writing out the hyperbolic sine gives
\begin{equation}
\Delta=\frac{8\varepsilon_F\,e^{-1/\lambda}}{1-e^{-2/\lambda}}
\;\longrightarrow\;8\varepsilon_F\,e^{-2\pi\hbar v_F/g}\qquad(\lambda\ll1).
\label{eq:weak}
\end{equation}
The limiting form is too small by the fraction $e^{-2/\lambda}$ of $\Delta$. Every derivative of $e^{-2\pi\hbar v_F/g}$ with respect to $g$ is a polynomial in $1/g$ times the same exponential, and vanishes as $g\to0^+$. A power series in $g$ about zero would thus give $\Delta=0$ at each order. In the opposite limit $\lambda\to\infty$, $\Delta\to4\varepsilon_F\lambda$ and $S=\Delta/g\to k_F/\pi=n/2$, which is full polarization.

\subsection{Energy}

The kinetic energy of a filled state is $u_k^2(a_k-\xi)+v_k^2(a_k+\xi)=a_k-\xi^2/R$. The paramagnet fills the same $k$ range with $\Delta=0$, where this becomes $a_k-|\xi|$. Using $\xi^2/R=R-\Delta^2/R$ and Eq.~(\ref{eq:energy}),
\begin{equation}
\frac{\delta E}{L}=\int_{-2k_F}^{2k_F}\frac{dk}{2\pi}\Big(|\xi|-R+\frac{\Delta^2}{R}\Big)-gS^2 .
\end{equation}
By Eq.~(\ref{eq:S}) the last term of the integrand gives $2\Delta S=2\Delta^2/g$, while $gS^2=\Delta^2/g$. The other two terms are elementary:
\begin{equation}
\int_{-2k_F}^{2k_F}\frac{dk}{2\pi}(R-|\xi|)
=\frac{1}{2\pi\hbar v_F}\Big[W\sqrt{W^2+\Delta^2}+\Delta^2\,\mathrm{arsinh}\frac W\Delta-W^2\Big].
\end{equation}
The gap equation turns the middle term into $\Delta^2/(2\pi\hbar v_F\lambda)=\Delta^2/g$, which cancels the remaining $\Delta^2/g$. With $\sqrt{W^2+\Delta^2}=W\coth(1/\lambda)$, and $W^2/(2\pi\hbar v_Fn)=W^2/(4\hbar v_Fk_F)=W/2=2\varepsilon_F$, the change per particle is
\begin{equation}
\frac{\delta E}{N}=-2\varepsilon_F\Big[\coth\frac1\lambda-1\Big]
\;\longrightarrow\;-4\varepsilon_Fe^{-2/\lambda}=-\frac{\Delta^2}{16\varepsilon_F}\qquad(\lambda\ll1).
\label{eq:gain}
\end{equation}
It is negative for every $g>0$: the paramagnet is never the lowest Hartree-Fock state of this model. At strong coupling the spiral is not the lowest either. The uniform ferromagnet fills $|p|<2k_F$ with one spin and has energy $\tfrac43\varepsilon_F$ per particle, against $\tfrac13\varepsilon_F+gn/4=(\tfrac13+2\lambda)\varepsilon_F$ for the paramagnet, a change of $(1-2\lambda)\varepsilon_F$. It lies below the spiral when $2\coth(1/\lambda)<1+2\lambda$, that is for $\lambda>0.557$.

\subsection{The collinear wave at weak coupling}

The spiral need not be the lowest state either. Consider $s=0$ and
\begin{equation}
n_{\uparrow,\downarrow}=\frac n2\pm2A\cos Qx ,\qquad \Delta_c=gA ,
\end{equation}
neglecting higher harmonics. The $\uparrow$ particles feel $-2\Delta_c\cos Qx$, which couples $k$ to $k\pm2k_F$ with matrix element $-\Delta_c$. For filled $|k|<k_F$ the half-differences of energy are
\begin{equation}
\tfrac12\big[\varepsilon(k\mp2k_F)-\varepsilon(k)\big]=\hbar v_F(k_F\mp k)\equiv\hbar v_Fq ,\qquad 0<q<2k_F .
\end{equation}
Treat the two partners independently. At weak coupling at most one of them is nearly degenerate with $k$, and for the other the two-level formula reduces to first-order perturbation theory. Each partner contributes $2uv\cos Qx/L$ to the density, with $uv=\Delta_c/\big(2\sqrt{(\hbar v_Fq)^2+\Delta_c^2}\big)$. Hence
\begin{equation}
A=2\int_0^{2k_F}\frac{dq}{2\pi}\frac{\Delta_c}{2\sqrt{(\hbar v_Fq)^2+\Delta_c^2}} ,
\end{equation}
which is Eq.~(\ref{eq:S}) again. In this approximation $\Delta_c=\Delta$.

The energies differ. The kinetic cost of one admixture is $2\hbar v_Fq\,v^2$, the same function as $|\xi|-\xi^2/R$ in the spiral, so each spin species costs as much as the whole spiral. The average of $n_\uparrow n_\downarrow$ is $n^2/4-2A^2$, against $n^2/4-S^2$ for the spiral. Cost and gain are both doubled, and so is the net lowering. The reason is that the collinear wave opens a gap at both Fermi points of both spins. At weak coupling it lies below the spiral and has a gap $2\Delta_c$ in its whole spectrum.

\section{Numerical values}

For $n=5\ \mathrm{nm^{-1}}$ and the free-electron mass, $k_F=\pi n/2=7.854\ \mathrm{nm^{-1}}$ and $\varepsilon_F=2.350$ eV, so $\hbar v_F=2\varepsilon_F/k_F=0.5985$ eV nm. With $g=0.8$ eV nm,
\begin{equation}
\frac1\lambda=\frac{2\pi\times0.5985}{0.8}=4.700,\qquad
\Delta=\frac{4\times2.350\ \mathrm{eV}}{\sinh 4.700}=0.171\ \mathrm{eV}.
\end{equation}
The gap at the crossing is $2\Delta=0.342$ eV. The order parameter is $S=0.171/0.8=0.214\ \mathrm{nm^{-1}}$, or 8.5\% of its maximum $n/2$. The lower band at $k=\pm2k_F$ lies $0.0016$ eV below $\varepsilon_F$, far above the gap edge at $-0.171$ eV, as the filling argument requires. Equation~(\ref{eq:gain}) gives an energy gain of $0.777$ meV per particle. It is much smaller than $\Delta$: by the weak-coupling form of Eq.~(\ref{eq:gain}) the gain is $\Delta$ times $\Delta/(16\varepsilon_F)=0.0045$. It is the difference between the interaction gain $gS^2/n=7.3$ meV per particle and a kinetic cost of $6.5$ meV.

A self-consistent Bloch calculation of the collinear wave, which keeps several plane waves and harmonics, gives a full gap of $0.340$ eV. Relative to the spiral, its gap ratio is $0.995$ and its gain ratio $1.991$. At $\lambda=0.15$ the ratios are $0.9999$ and $1.9997$, closer to the weak-coupling values 1 and 2. The numerical check also checks the spiral gap by direct minimization of the energy and, at $\lambda=0.4$ on a small ring, by a short iteration with position-dependent fields. The spiral is an unstable fixed point of that iteration: a small admixture of the opposite spiral grows until the two have equal amplitude, which is a collinear wave of lower energy.

\section{Comparison of estimate and solution}

The estimate (\ref{eq:estimate}) gives $2.350\,e^{-4.700}=0.0214$ eV, too small by a factor of 8. Equation~(\ref{eq:S}) shows where this factor arises. For $\Delta\ll W$,
\begin{equation}
\mathrm{arsinh}\frac W\Delta\simeq\ln\frac{2W}{\Delta}=\ln\frac{8\varepsilon_F}{\Delta},
\end{equation}
in place of $\ln(\varepsilon_F/\Delta)$. A factor 4 comes from the upper limit, since the filled states extend to $\hbar v_F|k|=4\varepsilon_F$. The remaining 2 comes from the smooth saturation at $\hbar v_F|k|\sim\Delta$, which the estimate replaced by a sharp cutoff.

Ratios of gaps at different couplings are free of the prefactor. Halving $g$ to $0.4$ eV nm raises $1/\lambda$ by $4.700$, and the estimate predicts a reduction by $e^{4.700}=110$. The solution gives $\Delta=1.554$ meV, and $170.95/1.554=110$. Raising $g$ to $1.2$ eV nm lowers $1/\lambda$ to $3.134$. The estimate predicts an increase by $e^{1.567}=4.79$, while the solution gives $820.6/170.95=4.80$. The small excess is the denominator in Eq.~(\ref{eq:weak}), with $e^{-2/\lambda}=0.002$ at the largest coupling.

Two limits apply to both results. First, $Q=2k_F$ was imposed; the energy was not minimized with respect to $Q$. Secondly, the order is a mean-field one. Suppose that slow rotations $\theta(x)$ of the polarization cost an energy density $\tfrac12\rho(\theta')^2$ and oscillate at frequency $c|q|$. The zero-point motion of each mode is then $\langle|\theta_q|^2\rangle=\hbar c/(2\rho|q|)$, and its integral over $q$ diverges logarithmically at small $q$. Such fluctuations destroy the long-range order in one dimension. The value of $\Delta$ therefore characterizes the Hartree-Fock determinant and should not be read as a spectral gap of the interacting gas. The energy gain is likewise small against what the determinant omits: for the numbers of the example, the exact Bethe-ansatz ground state lies about $0.27$ eV per particle below the Hartree-Fock paramagnet, some 340 times the gain of the spiral.

\section*{Values computed for the example and the checks}
\begin{verbatim}
density n = 5.0 1/nm
coupling g = 0.8 eV nm
kF = 7.8540 1/nm
eF = 2.3502 eV
hbar vF = 0.5985 eV nm
lambda = 0.21275, 1/lambda = 4.7004
Delta/eF = 0.07274
Delta = 0.17095 eV
full crossing gap 2 Delta = 0.34191 eV
weak-coupling Delta = 0.17094 eV
relative error of weak form = 8.27e-05
order parameter S = 0.21369 1/nm
S divided by its maximum n/2 = 0.08548
band energies minus eF, Hartree shift omitted:
  lower band at k=0: -0.17095 eV
  lower band at k=2kF: -0.001554 eV
  upper band at k=0: 0.17095 eV
energy gain per electron = 0.77715 meV
Delta^2/(16 eF) = 0.77721 meV
dependence on coupling:
  g = 0.4 eV nm: 1/lambda = 9.4008, Delta = 1.5542 meV
  g = 0.8 eV nm: 1/lambda = 4.7004, Delta = 170.9546 meV
  g = 1.2 eV nm: 1/lambda = 3.1336, Delta = 820.5764 meV
tests:
  Wick pair-density error = 1.7e-18
  ring, lambda = 0.4: Delta/eF = 0.66135
  formula, same lambda: Delta/eF = 0.66113
  minimized energy: Delta = 0.17095 eV
  minimized gain per electron = 0.77715 meV
  slope of ln Delta against 1/lambda = -1.00002
collinear wave relative to spiral:
  example: gap ratio 0.99538, gain ratio 1.99058
  lambda = 0.15: gap ratio 0.99986, gain ratio 1.99971
  collinear full gap, example = 0.34033 eV
\end{verbatim}
